\section*{Van der Waals collapse of a spring-supported plate at one quarter gap}

\section{A plate over a narrow air gap}

When the sacrificial layer beneath a small dielectric plate is removed, the plate is left hanging on its supports over an air gap. No voltage is applied, yet the two facing surfaces attract each other through the van der Waals force. The supports pull back in proportion to the displacement, while the attraction grows ever more steeply as the gap closes. If the supports are too soft or the gap too narrow, no position of rest exists and the plate falls onto the substrate.

Let the plate be rigid, flat and parallel to a flat, fixed substrate. Its supports act as a linear spring of stiffness $K$ per unit plate area. The gap is $g$ when the spring is unstressed, and after a travel $x$ towards the substrate it is
\begin{equation}
d=g-x. \label{gap}
\end{equation}
The surfaces are dry and uncharged. Gravity is left out, and the attraction is nonretarded: the gap is so small that light crosses it in a time short compared with the periods of the electronic fluctuations that cause the force.

Such a plate, with given $K$ and $g$, does not first travel a quarter of its gap and then fail. It either rests at $x<g/4$ or has no stable rest position. The quarter is reached when a parameter is changed slowly, for instance when $K$ is lowered, and the plate follows its equilibrium until that equilibrium disappears. Thermal motion, left out at first, makes a real plate fail somewhat earlier.

\section{The attractive pressure}

Let two atoms at distance $R$ have the energy $-C_6/R^6$, and let both bodies have atomic density $\rho$. An atom at height $z$ above a half-space has the energy
\begin{align}
w(z)&=-\rho C_6\int_z^\infty\! dz'\int_0^\infty\frac{2\pi r\,dr}{(r^2+z'^2)^3}\nonumber\\
&=-\rho C_6\int_z^\infty\frac{\pi}{2z'^4}\,dz'=-\frac{\pi\rho C_6}{6z^3}. \label{atom}
\end{align}
Adding the atoms of a thick plate, which fill $z>d$, gives the energy per area
\begin{equation}
W(d)=\rho\int_d^\infty w(z)\,dz=-\frac{\pi\rho^2C_6}{12d^2}=-\frac{A}{12\pi d^2}, \label{W}
\end{equation}
where $A=\pi^2\rho^2C_6$ is the Hamaker constant. The energy falls as $d$ decreases, so the force is attractive, with pressure
\begin{equation}
P(d)=\frac{dW}{dd}=\frac{C}{d^3},\qquad C=\frac{A}{6\pi}. \label{P}
\end{equation}

Pairwise addition is not accurate for the value of $A$ in condensed matter, but the power law does not depend on it. For thick bodies with a local dielectric response and no retardation, $d$ is the sole length in the problem. An energy per area must then be a material energy divided by $d^2$, and $A$ can be read as that material constant.

Equation (\ref{atom}) also shows that a finite plate above a much wider substrate has no edge correction in the pairwise sum, since each of its atoms faces a full half-space. A plate of thickness $t_p$ lacks the atoms beyond $d+t_p$, which reduces the pressure by the fraction $[d/(d+t_p)]^3$.

\section{Equilibrium and its loss}

The total energy per area is the spring energy plus (\ref{W}):
\begin{equation}
U(x)=\frac{Kx^2}{2}-\frac{C}{2(g-x)^2}. \label{U}
\end{equation}
Since $d$ decreases as $x$ increases, its derivatives are
\begin{equation}
U'=Kx-\frac{C}{(g-x)^3},\qquad U''=K-\frac{3C}{(g-x)^4}. \label{deriv}
\end{equation}
Equilibrium requires $U'=0$, that is
\begin{equation}
Kx=\frac{C}{d^3}. \label{balance}
\end{equation}
Dividing by $d$ gives $C/d^4=Kx/d$, so that at equilibrium
\begin{equation}
U''=K\left(1-\frac{3x}{d}\right)=K\,\frac{g-4x}{g-x}. \label{keff}
\end{equation}
This is the effective stiffness against small displacements. It is positive for $x<g/4$, zero at $x=g/4$ and negative beyond. At the quarter itself $U'''=-12C/d^5$ is not zero, so the energy has an inflection there and no minimum. Every stable equilibrium therefore has $x<g/4$.

To see when one exists, put $u=x/g$ in (\ref{balance}) and define the load
\begin{equation}
\lambda=\frac{C}{Kg^4}=u(1-u)^3. \label{load}
\end{equation}
The derivative of the right side is
\begin{equation}
(1-u)^3-3u(1-u)^2=(1-u)^2(1-4u),
\end{equation}
so it rises from zero to a single maximum at $u=1/4$ and then falls to zero at $u=1$. The maximum is
\begin{equation}
\lambda_c=\frac14\left(\frac34\right)^3=\frac{27}{256}\approx0.1055. \label{lc}
\end{equation}
For $0<\lambda<\lambda_c$ there are two equilibria. The one with $u<1/4$ is a minimum of $U$, and the other is the top of the barrier that separates it from contact. As $\lambda$ rises the two approach each other, and at $\lambda_c$ they merge at $u=1/4$. Above $\lambda_c$ the attraction exceeds the spring force at every gap.

At fixed $g$, solving $\lambda=\lambda_c$ for the stiffness gives
\begin{equation}
K_c=\frac{256\,C}{27\,g^4}. \label{Kc}
\end{equation}
At fixed $K$, the smallest unstressed gap that can stay open follows from the same condition with $C=A/6\pi$:
\begin{equation}
g_c=\left(\frac{256}{27}\,\frac{A}{6\pi K}\right)^{1/4}=\left(\frac{128A}{81\pi K}\right)^{1/4}. \label{gc}
\end{equation}
If $g$ is the quantity being reduced, the travel at failure is a quarter of the value that $g$ has at that moment. The quarter contains neither $A$ nor $K$. For a weak load, (\ref{load}) gives $u\approx\lambda$, so the plate barely moves.

\section{Other force laws}

The quarter comes from the exponent 3. For a general attractive pressure $P(d)$, define the local exponent
\begin{equation}
n=-\frac{d\ln P}{d\ln d}=-\frac{d}{P}\frac{dP}{dd}. \label{n}
\end{equation}
Balance reads $Kx=P$, and the effective stiffness is $K+dP/dd=K-nP/d$. When this vanishes, $K=nP/d$. Inserting it in the balance gives $x=d/n$, hence
\begin{equation}
\frac{x}{g}=\frac{x}{x+d}=\frac{1}{1+n}. \label{rule}
\end{equation}
For (\ref{P}) this is $1/4$. A constant voltage across the gap has $P\propto d^{-2}$ and gives $1/3$. Ideal mirrors with full retardation have $P\propto d^{-4}$ and give $1/5$. A steeper force thus ends stability after a smaller travel. For a mixture of forces, $n$ is to be taken at the gap where stability is lost.

\section{Sudden release}

The quarter supposes that the plate follows its equilibrium. Now let it be freed at rest at $x=0$, without damping. It overshoots, and it turns back where its kinetic energy returns to zero, $U(x)=U(0)$:
\begin{equation}
\frac{Kx^2}{2}=\frac C2\left[\frac1{(g-x)^2}-\frac1{g^2}\right].
\end{equation}
Multiplying by $2/(Kg^2)$ gives
\begin{equation}
u^2=\lambda\,\frac{1-(1-u)^2}{(1-u)^2}=\lambda\,\frac{u(2-u)}{(1-u)^2},
\end{equation}
and for $u\neq0$
\begin{equation}
\lambda=\frac{u(1-u)^2}{2-u}. \label{turn}
\end{equation}
The plate turns back if (\ref{turn}) has a root, so the threshold is the maximum of its right side. Setting the logarithmic derivative to zero,
\begin{equation}
\frac1u-\frac2{1-u}+\frac1{2-u}=0\quad\Rightarrow\quad u^2-3u+1=0,
\end{equation}
and the root below one is $u=(3-\sqrt5)/2\approx0.382$. The quadratic implies $(1-u)^2=u$, so that
\begin{equation}
\lambda_s=\frac{u^2}{2-u}=\frac{7-3\sqrt5}{1+\sqrt5}=\frac{5\sqrt5-11}{2}\approx0.0902. \label{ls}
\end{equation}
Direct integration of the equation of motion gives the same threshold, 0.090170. For loads between $\lambda_s$ and $\lambda_c$ a stable rest position exists, but an undamped plate released from $x=0$ runs past it into contact. At fixed $K$ the gap needed is larger than $g_c$ by the factor $(\lambda_c/\lambda_s)^{1/4}\approx1.04$.

\section{Does the plate stay parallel?}

Let the plate be a square of side $L$, tilted by a small angle $\theta$ about its midline, with vertical springs at distances $\pm a$ from that line. The springs add the energy $KL^2a^2\theta^2/2$. In the attraction, $d$ becomes $d-y\theta$. Expanding $(d-y\theta)^{-2}$ to second order and using $\int y^2\,dS=L^4/12$, where the linear term integrates to zero, gives the change $-(3C/2d^4)(L^4/12)\theta^2$. The tilt stiffness is therefore
\begin{equation}
k_\theta=L^2\left(Ka^2-\frac{3C}{d^4}\frac{L^2}{12}\right). \label{tilt}
\end{equation}
Up to the loss of parallel stability $3C/d^4\le K$, so $k_\theta$ stays positive if $a>L/\sqrt{12}$. With supports closer to the midline, the plate can tip before its travel reaches $g/4$.

\section{A silica-like plate on four flexures}

Take a plate of side 300 nm and thickness 50 nm, with round, roughly silica-like values $A=0.40$ eV and Young modulus $E=70$ GPa. Four flexures, each of length $l=150$ nm, width $b=50$ nm and thickness $t=10$ nm, run outwards from the corners of two opposite edges, level with the top of the plate.

A flexure is clamped at its anchor and moves by $x$ without rotation at the plate. With $s$ the fraction of its length, the unloaded beam equation and these end conditions give the shape $x(3s^2-2s^3)$. Its third derivative has magnitude $12x/l^3$, so the end force is $12EIx/l^3$. With $I=bt^3/12$,
\begin{equation}
k=\frac{Ebt^3}{l^3}=\frac{(70\times10^9)(50\times10^{-9})(10)^3}{(150)^3}\ \mathrm{\frac Nm}=1.037\ \mathrm{\frac Nm}.
\end{equation}
Four of them give 4.148 N/m, and division by the plate area $9\times10^{-14}$ m$^2$ gives $K=46.1$ kPa/nm. With $A=6.41\times10^{-20}$ J, (\ref{gc}) yields
\begin{equation}
g_c=\left[\frac{128\,(6.41\times10^{-20})}{81\pi\,(4.61\times10^{13})}\right]^{1/4}\mathrm m=5.14\ \mathrm{nm}.
\end{equation}
Without thermal motion, the travel at failure is 1.29 nm, the remaining gap 3.86 nm, and the pressure there $46.1\times1.286\approx59$ kPa. A scan of the energy (\ref{U}) for the gap at which its minimum disappears gives 5.1426 nm and a travel ratio of 0.2500. Sudden undamped release would require 5.35 nm.

The flexure centres lie 125 nm from one midline and 150 nm from the other. Both distances exceed $L/\sqrt{12}=87$ nm, so the parallel mode fails first.

At an unstressed gap of 6 nm the load is 0.057, below both thresholds. The plate rests at $x=0.43$ nm, and by (\ref{keff}) its stiffness is 77\% of the spring's. Thermal motion of the parallel mode at 300 K has an rms amplitude of 0.036 nm, to which tilting adds at the corners. The barrier top lies at $x=3.13$ nm, 39 eV higher along the parallel path. There $3C/d^4=3Kx/d\approx3.3K$, which makes (\ref{tilt}) negative for $a=125$ nm. A tilting path therefore crosses at lower energy, and 39 eV is an upper bound on the barrier of this rigid plate.

\section{What the model leaves out}

\paragraph{Retardation.} The Lifshitz pressure between two equal half-spaces at zero temperature, taken here as known, is
\begin{equation}
P=\frac{\hbar}{2\pi^2}\int_0^\infty\!\!\kappa^2d\kappa\int_0^{c\kappa}\!\!d\xi\sum_{p}\frac{r_p^2e^{-2\kappa d}}{1-r_p^2e^{-2\kappa d}}, \label{lif}
\end{equation}
where $p$ runs over the two polarizations and $r_p$ are the Fresnel reflection amplitudes at imaginary frequency $i\xi$. A single oscillator at 13 eV with low-frequency permittivity 2.1 gives a Hamaker constant of 0.386 eV, near the chosen 0.40 eV. Only the ratio of retarded to nonretarded pressure is used. It is 0.92 at $d=3.86$ nm. The local exponent where stability is lost becomes 3.11, and (\ref{rule}) gives a travel ratio of 0.243.

\paragraph{Roughness.} If the local gap varies with rms amplitude $\sigma$ over lateral distances long compared with $d$, the mean of $(d+\zeta)^{-3}$ is $d^{-3}(1+6\sigma^2/d^2)$ to second order. For $\sigma=0.3$ nm the pressure at $d=3.86$ nm rises by 3.6\%.

\paragraph{Residual voltage.} A potential difference $V$ between the facing surfaces adds the pressure $\varepsilon_0V^2/2d^2$. For 0.1 V this is 5\% of the van der Waals pressure at $d=3.86$ nm. For 1 V it would be five times the van der Waals pressure, and the problem would be mainly electrostatic. The table below keeps $V$ constant during the travel, which requires conducting surfaces. Such surfaces would also change $A$; the table leaves this out and shows the electrostatic term alone. A voltage held on electrodes behind the dielectric would divide between dielectric and gap and follow a different law. Trapped charge of fixed amount is not represented by this term either. A dense, even sheet of charge gives a pressure that depends little on the gap, but like charges spaced many gap widths apart are attracted mainly to their own images in the substrate, with a force that approaches an inverse-square law in the gap.

\paragraph{Stretching.} With fixed anchors, travel lengthens each flexure. The shape above has $\int_0^1(6s-6s^2)^2ds=1.2$, so the strain is $0.6x^2/l^2$ and the stretching energy $0.18\,Ebt\,x^4/l^3$. For a rigid plate its derivative, divided by $kx$, is $0.72(x/t)^2$, or 1.2\% at $x=1.29$ nm.

With each effect included in turn, and thermal motion left out, the critical gap and travel ratio become:
\begin{center}
\begin{tabular}{lcc}
Effect & $g_c$ (nm) & $x/g$\\
none & 5.14 & 0.250\\
retardation & 5.04 & 0.243\\
roughness & 5.19 & 0.246\\
residual 0.1 V & 5.21 & 0.253\\
stretching & 5.13 & 0.255\\
all four & 5.14 & 0.247
\end{tabular}
\end{center}
The near return of $g_c$ to its ideal value is a cancellation of shifts of opposite sign for these parameters.

\paragraph{Thermal escape.} The barrier shrinks to zero as the quarter is approached, so thermal motion carries the plate over it before the equilibrium disappears. Close to the quarter the energy is nearly cubic in $x$. With $\delta=1/4-x/g$ at the stable equilibrium, the two equilibria lie about $2\delta g$ apart, and the barrier for the whole plate is
\begin{equation}
\Delta E\approx\frac{L^2|U'''|(2\delta g)^3}{12}=\frac{32}{9}KL^2g^2\delta^3.
\end{equation}
With a density of 2200 kg/m$^3$ the plate makes about $5\times10^7$ attempts per second, so it typically escapes within a second once the barrier is below about $18\,k_BT$. At 300 K the full energy (\ref{U}) places this at $g\approx5.19$ nm and $x/g\approx0.20$. The critical gap rises by only 1\%, but the travel ratio changes more than for any effect in the table. The quarter is thus the limit in which the thermal energy is negligible, and it is approached by larger and stiffer plates.

\paragraph{Film tension.} The largest shift of $g_c$ found here comes from residual stress. A tension $T$ in a flexure adds the energy $\tfrac12T(1.2x^2/l)$, hence the stiffness $1.2T/l$ if the shape is unchanged. At 100 MPa in the flexure, $T=5\times10^{-8}$ N and the addition is 0.40 N/m. The full beam equation gives a total stiffness 1.38 times the unstressed one, which lowers $g_c$ by 8\% to 4.74 nm. The spring remains linear, so the quarter stands, provided $g$ is the gap after the tension has acted. Because the flexures are level with the top of the plate, their pull is off-centre: it arches the plate by about 0.1 nm and lifts it by about 0.25 nm on average.

\paragraph{Smaller effects.} Adding a rough infrared response and a temperature of 300 K raises the oscillator model's $A$ to 0.399 eV and $g_c$ by 0.8\%. Finite plate thickness and the attraction of the raised flexures each change the pull by less than 0.1\%. A strip of the plate simply supported at two opposite edges would sag by about 0.01 nm under the pressure at failure. The end moments of the flexures and their position at the corners raise this to about 0.02 nm, which is still small against the remaining gap of 3.86 nm. The clamped ends hinder the sideways curvature of these wide flexures, which for a Poisson ratio of 0.17 raises $K$ by about 1\%; shear deformation of the flexures lowers it by a similar amount. One effect is not small: the flexure ends do rotate where they join the elastic plate, mostly because the plate yields locally at the root of each thin flexure. A three-dimensional elastic treatment with ideally clamped anchors lowers $K$ by about 12\% and raises $g_c$ by about 3\%, more than any entry in the table, and compliant anchors would add to this. The spring stays linear, so the quarter is not affected.

\section{Relation to interconnect air gaps}

The gap of about 5 nm was chosen to keep the force nearly nonretarded. It is far narrower than interconnect air gaps, which are roughly tens of nanometres wide. With the same supports and a 20 nm gap, $K$ is 229 times the critical value (\ref{Kc}), and the travel is 0.009 nm. Retardation lowers the pressure at 20 nm to 0.58 of the nonretarded value, which increases the margin. For dry, uncharged surfaces and supports of this stiffness, van der Waals collapse is thus a concern for gaps of a few nanometres.

Real structures can break the assumptions in other ways. A cap clamped along its edges bends, so its gap is not uniform and the quarter does not carry over to its midpoint without a new calculation. Liquid left in the gap adds capillary forces that are absent here. Film stress also moves the critical gap. The 8\% found above is for 100 MPa of tension in the flexures themselves. If the whole film carries a uniaxial stress of 100 MPa along the flexures before release, the thick plate contracts and stretches the thin flexures further. Treating plate and flexures as bars in series gives about 190 MPa in the flexures, but this is too high: the off-centre pull bends the plate and the junctions yield. A three-dimensional elastic treatment gives about 150 MPa, which lowers $g_c$ by about 10\%. With an equal tension across the flexures as well, as is common in films, the values are about 120 MPa and 9\%. Compression below the buckling load softens the flexures and raises $g_c$. The numerical output below lists most of the values behind these estimates.

\section*{Computed results}
\begin{verbatim}
Hamaker constant, chosen: 0.40 eV
Young modulus: 70 GPa
Plate side, thickness: 300, 50 nm
Flexure length, width, thickness: 150, 50, 10 nm
Stiffness of one flexure: 1.0370 N/m
Stiffness of all four: 4.1481 N/m
K, stiffness per area: 46.091 kPa/nm
Critical unstressed gap, formula: 5.1426 nm
Critical unstressed gap, energy scan: 5.1426 nm
Travel at the fold: 1.2857 nm
Travel/gap at the fold, energy scan: 0.2500
Remaining gap at the fold: 3.8570 nm
Pressure at the fold: 59.26 kPa
Critical load C/(K g^4), slow: 0.105469
Critical load, sudden release, formula: 0.090170
Critical load, sudden release, integrated: 0.090170
Turning travel/gap, sudden release: 0.3820
Critical gap, sudden release: 5.3481 nm
Working gap: 6.0 nm
Load C/(K g^4) at working gap: 0.05692
Critical K at working gap: 24.874 kPa/nm
Stable travel at working gap: 0.4259 nm
Barrier-top travel at working gap: 3.1342 nm
Energy barrier at working gap: 39.28 eV
Thermal energy kT at 300 K: 0.02585 eV
Thermal rms motion at working gap: 0.0360 nm
Travel at 20 nm gap, ideal law: 0.00923 nm
K/critical K at 20 nm gap: 228.8
Retarded/nonretarded pressure at 20 nm: 0.5757
Oscillator model: optical eps 2.1, energy 13.0 eV
Hamaker constant of oscillator model: 0.3860 eV
Retarded/nonretarded pressure at ideal fold: 0.9245
Local exponent at retarded fold: 3.1094
Roughness rms: 0.3 nm; pressure factor: 1.0363
Residual voltage: 0.1 V
Electrostatic/vdW pressure at fold: 0.0502
Stretching/linear force at fold: 0.0119
Fold, ideal: gap 5.1426 nm, travel/gap 0.2500
Fold, retardation: gap 5.0446 nm, travel/gap 0.2433
Fold, roughness: gap 5.1876 nm, travel/gap 0.2458
Fold, residual voltage: gap 5.2066 nm, travel/gap 0.2530
Fold, flexure stretching: gap 5.1272 nm, travel/gap 0.2545
Fold, these four together: gap 5.1380 nm, travel/gap 0.2468
Film tension: 100 MPa
Stiffness factor from tension: 1.3840
Critical gap with tension: 4.7413 nm
Static eps 3.9, infrared energy 0.13 eV
Hamaker constant with infrared, 300 K: 0.3987 eV
Critical gap factor from that change: 1.0081
Pressure fraction lost by finite thickness: 3.67e-04
Flexure pull/plate pull: 2.27e-04
Plate bending at fold: 0.00857 nm
Support arm: 125 nm; least arm: 86.6 nm
Tilt restoring/tilt attraction at fold: 2.083
\end{verbatim}
